# Stretch Splitting of a Tetrahedral SiH2 Group from Wilson's G Matrix

A silicon atom at a silicon interface carries two hydrogen atoms and is bonded to the lattice by its two other bonds. The H-Si-H angle $\phi$ is tetrahedral, $\cos\phi=-1/3$. The bonds have equal length $r$ and equal stretching force constant $f$.

Unless a part says otherwise, the potential energy contains the two Si-H stretches alone, without a bond-bond term:

$$V=\tfrac12 f(\delta r_1^2+\delta r_2^2).$$

The back bonds and all bending forces are thus dropped, and the Si atom is free to recoil. Displacements are small and the motion is harmonic. Masses are $m_H=1.00783$ u and $m_{Si}=28.085$ u, with inverses $\mu_H$ and $\mu_{Si}$. A wavenumber $\nu$ is related to the eigenvalue $\lambda$ by $\lambda=(2\pi c\nu)^2$. The symmetric stretch is placed at $\nu_s=2100$ cm$^{-1}$, a rough typical value for such a group.

## Part (a): the G matrix

**Question.** Express the bond extensions through the atomic displacements, and find Wilson's $G$ matrix for the two stretches.

**Answer.** Let $\mathbf e_i$ be the unit vector from Si to hydrogen $i$, and $\mathbf u$ an atomic displacement. To first order, a bond changes length by the relative displacement of its ends along the bond:

$$\delta r_i=\mathbf e_i\cdot(\mathbf u_{Hi}-\mathbf u_{Si}).$$

Write any internal coordinate as $S_t=\sum_\alpha \mathbf s_{t\alpha}\cdot\mathbf u_\alpha$, where $\alpha$ runs over the atoms. Wilson's matrix is

$$G_{tt'}=\sum_\alpha \frac{\mathbf s_{t\alpha}\cdot\mathbf s_{t'\alpha}}{m_\alpha}.$$

For stretch $i$, the vector is $\mathbf e_i$ on its own hydrogen, $-\mathbf e_i$ on Si and zero on the other hydrogen. Therefore

$$G_{11}=G_{22}=\mu_H+\mu_{Si},\qquad G_{12}=\mu_{Si}\,\mathbf e_1\cdot\mathbf e_2=\mu_{Si}\cos\phi .$$

The two minus signs on Si cancel in the product, so $G_{12}$ has the sign of $\cos\phi$, here negative. It exists because the bonds share an atom that can move.

## Part (b): the two stretching modes

**Question.** Derive the eigenvalue equation for the internal coordinates from Newton's law, and solve it for the two stretches.

**Answer.** Write $V=\frac12\sum_{tt'}F_{tt'}S_tS_{t'}$ with symmetric $F$. By the chain rule, the force on atom $\alpha$ gives

$$m_\alpha\ddot{\mathbf u}_\alpha=-\sum_t\mathbf s_{t\alpha}\frac{\partial V}{\partial S_t}
=-\sum_t\mathbf s_{t\alpha}(FS)_t .$$

Divide by $m_\alpha$, take the scalar product with $\mathbf s_{t'\alpha}$ and sum over atoms. The left side becomes $\ddot S_{t'}$, and the sum on the right is the definition of $G$:

$$\ddot S=-GF\,S .$$

For motion at angular frequency $2\pi c\nu$, $\ddot S=-\lambda S$, so

$$GF\,S=\lambda S .$$

Since $V$ contains only the stretches, their two equations are closed. With $F=f\,\mathbf 1$, the matrix to diagonalize is $fG$. Its diagonal elements are equal, so its eigenvectors are

$$S_s=\frac{\delta r_1+\delta r_2}{\sqrt2},\qquad S_a=\frac{\delta r_1-\delta r_2}{\sqrt2},$$

with eigenvalues $f(G_{11}\pm G_{12})$:

$$\lambda_s=fG_s,\quad G_s=\mu_H+\mu_{Si}(1+\cos\phi),$$

$$\lambda_a=fG_a,\quad G_a=\mu_H+\mu_{Si}(1-\cos\phi).$$

## Part (c): the size and origin of the splitting

**Question.** Show that the antisymmetric stretch lies about 24 cm$^{-1}$ above the symmetric one. Explain the order of the modes, and find what happens for other angles, for a very heavy central atom and for deuterium at the same $f$.

**Answer.** The force constant cancels from the ratio of the wavenumbers. With $\cos\phi=-1/3$,

$$\frac{\nu_a}{\nu_s}=\sqrt{\frac{G_a}{G_s}}=\sqrt{\frac{\mu_H+\frac43\mu_{Si}}{\mu_H+\frac23\mu_{Si}}}.$$

The masses give $G_{11}=1.02784$ u$^{-1}$ and $G_{12}=-0.01187$ u$^{-1}$. Hence

$$G_s=1.02784-0.01187=1.01597\ \mathrm{u}^{-1},$$

$$G_a=1.02784+0.01187=1.03971\ \mathrm{u}^{-1},$$

$$\nu_a=2100\sqrt{\frac{1.03971}{1.01597}}=2124.4\ \mathrm{cm}^{-1}.$$

The splitting is 24.4 cm$^{-1}$, or 3.0 meV. The force constant that places $\nu_s$ at 2100 cm$^{-1}$ is $f=(2\pi c\nu_s)^2/G_s=255.7$ N/m.

To expose the scaling, define $\nu_0=\sqrt{fG_{11}}/(2\pi c)$, the wavenumber of one bond without the coupling $G_{12}$, and $\epsilon=-G_{12}/G_{11}$. Then

$$\nu_a-\nu_s=\nu_0\left(\sqrt{1+\epsilon}-\sqrt{1-\epsilon}\right)\approx\nu_0\epsilon
=\nu_0\frac{-\mu_{Si}\cos\phi}{\mu_H+\mu_{Si}} .$$

The quadratic terms of the two roots cancel, so the first correction is cubic in $\epsilon$. Here $\epsilon=0.01155$. Using 2100 cm$^{-1}$ in place of $\nu_0$ gives 24.25 cm$^{-1}$.

The order follows from the recoil of Si. In the two modes the bonds pull on Si along $\mathbf e_1\pm\mathbf e_2$, and

$$|\mathbf e_1\pm\mathbf e_2|^2=2(1\pm\cos\phi),$$

which is $4/3$ for the symmetric and $8/3$ for the antisymmetric mode. Since $G_{s,a}=\mu_H+\frac12\mu_{Si}|\mathbf e_1\pm\mathbf e_2|^2$, the stronger recoil in the antisymmetric mode means a smaller effective mass and a higher frequency.

At $\phi=90^\circ$ the two forces have equal magnitude and the splitting vanishes. Below $90^\circ$ the order reverses: at $80^\circ$ and the same $f$, the splitting is $-12.7$ cm$^{-1}$. The tetrahedral result therefore does not carry over to the free SiH$_2$ molecule, whose angle is close to a right angle. Near the tetrahedral angle, opening the angle by one degree adds 1.2 cm$^{-1}$.

As $\mu_{Si}\to0$ the bonds decouple. With Si made 100 times heavier, 0.25 cm$^{-1}$ remains.

For deuterium, $\nu_0\propto\sqrt{\mu_D+\mu_{Si}}$, so the first-order splitting varies as $(\mu_D+\mu_{Si})^{-1/2}$. It grows although the frequencies fall. The modes lie at 1502.7 and 1536.6 cm$^{-1}$, which are 33.9 cm$^{-1}$ apart.

## Part (d): the bend

**Question.** Add the energy $\frac12kb^2$ with $b=r\,\delta\phi$, and choose $k=22.98$ N/m, which puts the bend at a rough 900 cm$^{-1}$. Which stretch is affected, in which direction and by how much?

**Answer.** Let $\mathbf w_i=\mathbf u_{Hi}-\mathbf u_{Si}$. The bond direction changes by $\delta\mathbf e_i=[\mathbf w_i-\mathbf e_i(\mathbf e_i\cdot\mathbf w_i)]/r$. Varying $\cos\phi=\mathbf e_1\cdot\mathbf e_2$ gives

$$-\sin\phi\,\delta\phi=\delta\mathbf e_1\cdot\mathbf e_2+\mathbf e_1\cdot\delta\mathbf e_2 .$$

Insert $\delta\mathbf e_i$ and multiply by $-r/\sin\phi$:

$$b=\mathbf p_1\cdot\mathbf w_1+\mathbf p_2\cdot\mathbf w_2,$$

$$\mathbf p_1=\frac{\mathbf e_1\cos\phi-\mathbf e_2}{\sin\phi},\qquad
\mathbf p_2=\frac{\mathbf e_2\cos\phi-\mathbf e_1}{\sin\phi}.$$

Each $\mathbf p_i$ is a unit vector perpendicular to $\mathbf e_i$, so the hydrogen atoms contribute nothing to the stretch-bend elements of $G$. On Si the bend vector is

$$-(\mathbf p_1+\mathbf p_2)=\frac{1-\cos\phi}{\sin\phi}(\mathbf e_1+\mathbf e_2).$$

This is perpendicular to $\mathbf e_1-\mathbf e_2$, so the antisymmetric stretch does not couple to the bend. The symmetric stretch has the Si vector $-(\mathbf e_1+\mathbf e_2)/\sqrt2$, which gives

$$G_{sb}=-\frac{\mu_{Si}}{\sqrt2}\,\frac{1-\cos\phi}{\sin\phi}\,2(1+\cos\phi)
=-\sqrt2\,\mu_{Si}\sin\phi .$$

The last step uses $1-\cos^2\phi=\sin^2\phi$. The diagonal element is

$$G_{bb}=2\mu_H+\mu_{Si}|\mathbf p_1+\mathbf p_2|^2=2\mu_H+2\mu_{Si}(1-\cos\phi)=2G_a .$$

Expanding $\det(GF-\lambda)=0$ for the symmetric pair gives

$$(\lambda-fG_s)(\lambda-kG_{bb})=fk\,G_{sb}^2 .$$

The right side is positive, so the upper root lies above $fG_s$: the bend pushes the symmetric stretch up. To leading order in the coupling,

$$\delta\lambda_s\approx\frac{fk\,G_{sb}^2}{fG_s-kG_{bb}} .$$

With $G_{sb}=-0.04747$ u$^{-1}$, the numerator is $255.7\times22.98\times0.04747^2=13.24$. The denominator is $259.8-47.8=212.0$, in matching units, so $\delta\lambda_s=0.0625$. Since $\nu\propto\sqrt\lambda$,

$$\delta\nu_s\approx\frac{2100}{2}\,\frac{0.0625}{259.8}=0.25\ \mathrm{cm}^{-1}.$$

The splitting falls from 24.39 to 24.14 cm$^{-1}$. In this model the bend is a minor correction because Si is heavy and the bending frequency is far below the stretch. A stretch-bend term $f_{rb}(\delta r_1+\delta r_2)b$ in the potential, left out here, can matter more: a rough $f_{rb}=2.5$ N/m would raise the splitting by about 1 cm$^{-1}$. The effect depends on the sign and is not linear: 5 N/m raises it by only 1.3 cm$^{-1}$, and $-2.5$ N/m lowers it by about 2 cm$^{-1}$.

## Part (e): coupling between the bonds

**Question.** Add $f'\delta r_1\delta r_2$ to the original potential. Find the $f'$ at which the splitting vanishes. A frozen-core MP2 calculation for SiH$_4$ in the def2-TZVP basis gives $f=306.3$ N/m and $f'=2.92$ N/m. What does this imply for the result of part (c), and how do the other neglected effects compare?

**Answer.** From $\delta r_{1,2}=(S_s\pm S_a)/\sqrt2$ follow $\delta r_1^2+\delta r_2^2=S_s^2+S_a^2$ and $\delta r_1\delta r_2=\frac12(S_s^2-S_a^2)$. Thus

$$V=\tfrac12(f+f')S_s^2+\tfrac12(f-f')S_a^2,$$

$$\lambda_s=(f+f')G_s,\qquad \lambda_a=(f-f')G_a .$$

A positive $f'$ stiffens the symmetric mode and softens the antisymmetric one, opposing the effect of recoil. Setting the eigenvalues equal gives $f'(G_s+G_a)=f(G_a-G_s)$, or

$$\frac{f'}{f}=\frac{G_a-G_s}{G_a+G_s}=\epsilon=1.155\ \text{percent}.$$

For small $f'/f$, expanding both square roots to first order gives

$$\nu_a-\nu_s\approx\nu_0\left(\epsilon-\frac{f'}{f}\right).$$

A coupling of one percent therefore removes about 21 cm$^{-1}$. The computed SiH$_4$ ratio is 0.96 percent. Transferred to the SiH$_2$ group, with its own $f$ and angle held fixed, it leaves a splitting of about 4 cm$^{-1}$. The smaller def2-SVP basis gives 1.03 percent and about 3 cm$^{-1}$. The basis shift, 1.5 cm$^{-1}$, is a sizeable part of what remains. The values are not converged to the digits shown: the larger def2-TZVPP basis, at the same bond length, lowers $f$ by about 4 N/m, raises $f'$ to about 3.0 N/m and gives 1.00 percent and about 3 cm$^{-1}$, so the ratio does not move monotonically with the basis. The choice of what to transfer matters as much, because the two values of $f$ are on different footings: 306.3 N/m is a harmonic MP2 value, while 255.7 N/m is fitted to a typical measured wavenumber, which anharmonicity lowers. An anharmonicity of 35 cm$^{-1}$ would make the harmonic constant of the group about 273 N/m, which covers only a third of the gap. Keeping $f'$ itself instead of the ratio gives $f'/f=2.92/255.7=1.14$ percent and a splitting of about 0.3 cm$^{-1}$; the def2-SVP value $f'=3.19$ N/m gives about $-2$ cm$^{-1}$. The estimate thus shows that the coupling can cancel most of the recoil splitting, but it does not fix the size or the sign of the remainder. MP2 also leaves out higher-order valence correlation: CCSD(T) in the def2-SVP basis gives 1.00 percent against 1.03 percent for MP2. The frozen core leaves out core correlation.

The following effects, each estimated separately for $f'=0$, change the splitting of 24 cm$^{-1}$ by less than 1 cm$^{-1}$ or are negligible:

- Two back bonds of a rough 130 N/m to fixed lattice atoms, with bending forces at Si refitted to keep the highest bend at 900 cm$^{-1}$, give a splitting of 24.25 cm$^{-1}$.
- Morse bonds with an anharmonicity of a rough 35 cm$^{-1}$, adjusted to keep the harmonic wavenumber minus twice the anharmonicity at $\nu_0$, give 24.0 cm$^{-1}$. For $f'\neq0$ the effect is larger: with the ratio of 0.96 percent, Morse bonds leave about 2.8 cm$^{-1}$ instead of 4.2 cm$^{-1}$.
- At 300 K the Boltzmann factor of the excited stretch is $4\times10^{-5}$, so thermal excitation of the stretch is negligible.

For a real interface dihydride with back bonds to silicon, a stretch near 2100 cm$^{-1}$ and a roughly tetrahedral angle are reasonable inputs. The assumption most in doubt is $f'=0$: the SiH$_4$ estimate would reduce the splitting from 24 cm$^{-1}$ to a few cm$^{-1}$ or less in magnitude. SiH$_4$ is a stand-in, however. The interface group has two back bonds in place of two of the Si-H bonds. The central SiH$_2$ group of trisilane shares this feature. For it, frozen-core MP2 in the def2-SVP basis, at an idealized tetrahedral geometry, gives $f'/f$ of about 0.73 percent, against 1.03 percent for SiH$_4$ in the same basis. That ratio would leave a splitting of about 9 cm$^{-1}$ instead of 3 cm$^{-1}$; keeping $f'\approx2.2$ N/m itself would leave about 6 cm$^{-1}$. The convergence of the trisilane value with the basis has not been tested. The $f'$ of the interface group itself has not been computed here. Disorder in the angle and coupling to neighbouring groups are also left out. The 24 cm$^{-1}$ is thus the recoil contribution for uncoupled bond force constants, and a measured splitting well below it would not contradict the $G$ matrix. The main values for the SiH$_2$ model and SiH$_4$ are in the numerical output.

## Numbers as computed

```
H mass: 1.00783 u
D mass: 2.01410 u
Si mean mass: 28.085 u
tetrahedral angle: 109.47 degrees
G diagonal: 1.02784 1/u
G off-diagonal: -0.01187 1/u
G symmetric: 1.01597 1/u
G antisymmetric: 1.03971 1/u
force constant f: 255.7 N/m
symmetric stretch: 2100.00 cm^-1
antisymmetric stretch: 2124.39 cm^-1
splitting, G matrix: 24.39 cm^-1
splitting, G matrix: 3.02 meV
splitting, first-order formula: 24.25 cm^-1
splitting, Cartesian Hessian: 24.39 cm^-1
splitting, harmonic quantum model: 24.39 cm^-1
largest formula-Hessian difference: 4.3e-05 cm^-1
splitting at 80 degrees: -12.71 cm^-1
splitting, Si 100 times heavier: 0.25 cm^-1
SiD2 symmetric stretch: 1502.7 cm^-1
SiD2 antisymmetric stretch: 1536.6 cm^-1
SiD2 splitting: 33.90 cm^-1
change of splitting per degree: 1.20 cm^-1
bend wavenumber, rough input: 900 cm^-1
bend constant, free group: 22.98 N/m
G stretch-bend: -0.04747 1/u
rise of symmetric stretch by bend: 0.25 cm^-1
splitting with bend: 24.14 cm^-1
back-bond constant, rough input: 130 N/m
bend constant, held group: 16.64 N/m
symmetric stretch, held group: 2100.64 cm^-1
antisymmetric stretch, held group: 2124.90 cm^-1
splitting, held group: 24.25 cm^-1
Morse anharmonicity, rough input: 35 cm^-1
Morse symmetric fundamental: 2100.20 cm^-1
Morse antisymmetric fundamental: 2124.19 cm^-1
Morse splitting: 23.99 cm^-1
excited-state Boltzmann factor at 300 K: 4.2e-05
f'/f that cancels the splitting: 1.155 percent
SiH4 MP2/def2-SVP bond length: 1.4810 angstrom
SiH4 MP2/def2-SVP f: 310.7 N/m
SiH4 MP2/def2-SVP f': 3.19 N/m
SiH4 MP2/def2-SVP f'/f: 1.03 percent
SiH4 MP2/def2-TZVP bond length: 1.4770 angstrom
SiH4 MP2/def2-TZVP f: 306.3 N/m
SiH4 MP2/def2-TZVP f': 2.92 N/m
SiH4 MP2/def2-TZVP f'/f: 0.96 percent
basis shift of f'/f: -0.07 percentage points
splitting with def2-SVP f'/f: 2.7 cm^-1
splitting with def2-TZVP f'/f: 4.2 cm^-1
basis shift of that splitting: 1.5 cm^-1
```
